# Voronkov's void density in cooling silicon when vacancy depletion ends nucleation

**Q.** A silicon crystal cools with vacancies frozen into it, and at some temperature they gather into voids. Nucleation rates are exponentials of poorly known barriers. How can the void density follow any simple power law?

**A.** Because nucleation consumes what drives it. A higher rate uses up the vacancies sooner and is switched off sooner. We need three ingredients: how a void grows, how the nucleation rate responds to temperature and vacancy loss, and a vacancy balance.

Let \(C\) be the number of mobile vacancies per volume, \(C_0\) its value before voids form, \(D\) their diffusivity and \(\Omega\) the atomic volume. The cooling rate \(q=-dT/dt>0\) is constant through the short nucleation period. I treat \(C\) as uniform between voids, a mean-field assumption to be checked below.

**Q.** Start with growth. What sets its speed?

**A.** I assume diffusion to a spherical void of radius \(R\) that absorbs every arriving vacancy. The steady profile that vanishes at \(R\) and tends to \(C\) far away is \(C(1-R/r)\). Its gradient at the surface is \(C/R\), so the inflow is \(4\pi R^2D\,C/R=4\pi RDC\). Each vacancy adds a volume \(\Omega\):
\[
4\pi R^2\frac{dR}{dt}=4\pi\Omega RDC
\quad\Rightarrow\quad R\frac{dR}{dt}=\Omega DC .
\]
With \(C\simeq C_0\), a void born at \(t'\) with negligible radius has \(R^2=2\Omega DC_0(t-t')\). The number of vacancies in it is
\[
\frac{4\pi R^3}{3\Omega}=A(t-t')^{3/2},\qquad
A=\frac{4\pi}{3\Omega}(2\Omega DC_0)^{3/2}.
\]

**Q.** The surface moves. Why may you use a steady profile?

**A.** The moving problem has a similarity solution, \(R=2\lambda\sqrt{Dt}\). With \(\eta=r/(2\sqrt{Dt})\), the diffusion equation becomes \(C''+(2\eta+2/\eta)C'=0\), so \(C'=Ke^{-\eta^2}/\eta^2\). The surface condition \(dR/dt=\Omega D\,\partial C/\partial r\) gives \(2\lambda^3e^{\lambda^2}=\Omega K\). Since \(C_0=K\int_\lambda^\infty e^{-\eta^2}\eta^{-2}d\eta\),
\[
\Omega C_0=2\lambda^3e^{\lambda^2}\int_\lambda^\infty\frac{e^{-\eta^2}}{\eta^2}d\eta
=2\lambda^2\left(1-\sqrt\pi\,\lambda+\dots\right).
\]
The last step is integration by parts at small \(\lambda\). To leading order \(R^2=4\lambda^2Dt=2\Omega C_0Dt\), as before. For \(\Omega C_0=2\times10^{-9}\), the value used later, the correction in the bracket is \(-5.6\times10^{-5}\).

**Q.** Now the nucleation rate. I will not accept an arbitrary exponential.

**A.** Take classical nucleation with supersaturation \(S=C/C_{\rm eq}(T)\), where \(C_{\rm eq}\propto e^{-E_f/kT}\), and a constant surface energy \(\gamma\). A void of \(n=4\pi R^3/3\Omega\) vacancies costs
\[
G=-n\,kT\ln S+4\pi R^2\gamma .
\]
Setting \(dG/dR=0\) gives \(R^*=2\gamma\Omega/(kT\ln S)\). Substitution gives the barrier in units of \(kT\):
\[
W=\frac{4\pi\gamma R^{*2}}{3kT}=\frac{16\pi\gamma^3\Omega^2}{3(kT)^3\ln^2S},
\qquad n^*=\frac{2W}{\ln S}.
\]

For the steady rate, let \(f_n=4\pi R_nDC\) be the attachment rate and \(N_n=\Omega^{-1}e^{-G_n/kT}\) the constrained equilibrium population, with one site per atom. If \(\rho_n\) is the actual population, detailed balance makes the current
\[
J=f_nN_n\left(\frac{\rho_n}{N_n}-\frac{\rho_{n+1}}{N_{n+1}}\right).
\]
Divide by \(f_nN_n\) and sum over \(n\). Classical theory assumes \(\rho_n=N_n\) for the smallest clusters, while \(\rho_n/N_n\to0\) for large ones. The brackets then telescope to 1, so \(1/J=\sum_n1/(f_nN_n)\). A constant \(\gamma\) extended down to single vacancies overestimates \(C\), by a factor of about 2700 in the example below, so the prefactor is only rough; the effect of reducing it is tried below. The small-cluster populations are not physical either: taken literally, pairs alone would hold about \(18C_0\) vacancies. Rescaled so that \(N_1=C\), clusters of 2 to 27 vacancies hold about 0.7 % of \(C_0\) at 1409 K.

The sum is dominated by sizes near \(n^*\). Writing \(G/kT=-n\ln S+an^{2/3}\), the maximum requires \(\ln S=\tfrac23an^{*-1/3}\), and the curvature there is \(-\tfrac29an^{*-4/3}=-\ln S/(3n^*)\). The Gaussian sum gives
\[
J=\frac{4\pi R^*DC}{\Omega}\,Z\,e^{-W},\qquad Z=\sqrt{\frac{\ln S}{6\pi n^*}} .
\]

**Q.** That is still a complicated function of \(T\) and \(C\).

**A.** We need its two logarithmic slopes,
\[
g=\frac{\partial\ln J}{\partial\ln C},\qquad \beta=-\left.\frac{\partial\ln J}{\partial T}\right|_C .
\]
From \(R^*\propto(T\ln S)^{-1}\) and \(n^*\propto(T\ln S)^{-3}\) we get \(Z\propto T^{3/2}\ln^2S\). The prefactor of \(J\) therefore varies as \(DC\,T^{1/2}\ln S\). At fixed \(T\), \(-\partial W/\partial\ln S=2W/\ln S=n^*\), and hence
\[
g=n^*+1+\frac1{\ln S}.
\]
At fixed \(C\), \(d\ln S/dT=-E_f/kT^2\). With \(D\propto e^{-E_m/kT}\),
\[
\beta=\left(n^*+\frac1{\ln S}\right)\frac{E_f}{kT^2}-\frac{3W}{T}-\frac{E_m}{kT^2}-\frac1{2T}.
\]
The first term wins in the case below: cooling raises \(J\) because supersaturation rises.

**Q.** So cooling accelerates nucleation. What stops it?

**A.** Depletion. Choose a reference temperature \(T_n\), reached at \(t=0\), so that \(T=T_n-qt\), and define \(\tau=1/(\beta q)\). To first order,
\[
\ln J=\ln J_n+\frac t\tau+g\ln\frac C{C_0},\qquad J_n=J(T_n,C_0).
\]
Define \(y=g(C_0-C)/C_0\). If \(g\) is large, a small fractional loss \(y/g\) matters, and \(g\ln(1-y/g)\simeq-y\). Thus \(J=J_ne^{t/\tau-y}\): losing a fraction of about \(1/g\) cuts the rate by a factor \(e\). To leading order that small loss does not alter growth.

I take the missing vacancies to be in the grown voids and neglect those held in subcritical clusters, which is consistent only with the rescaled cluster populations:
\[
C_0-C=\int_{-\infty}^tJ(t')A(t-t')^{3/2}dt'.
\]
Multiply by \(g/C_0\) and put \(t=\tau s\). One factor \(\tau\) comes from \(dt'\) and \(\tau^{3/2}\) from growth:
\[
y(s)=\frac{gAJ_n\tau^{5/2}}{C_0}\int_{-\infty}^se^{s'-y(s')}(s-s')^{3/2}ds'.
\]

**Q.** The unknown \(J_n\) is still in front.

**A.** \(T_n\) has not yet been fixed. Choose it so that
\[
\frac{gAJ_n\tau^{5/2}}{C_0}=1. \tag{1}
\]
The equation for \(y(s)\) now contains no parameter. The number of voids per volume is
\[
N=\int J\,dt=J_n\tau I,\qquad I=\int_{-\infty}^\infty e^{s-y(s)}ds .
\]
The integral converges: once a scaled number \(b\) of voids exists at \(s_1\), \(y\ge b(s-s_1)^{3/2}\), which outruns \(s\). Numerical solution gives \(I=1.135\). As a test, the count accumulated up to \(s=-1.5\) was also found from a power series in \(e^s\); the two values are 0.193968 and 0.193966.

**Q.** And the density itself?

**A.** Condition (1) gives \(J_n\tau=C_0/(gA\tau^{3/2})\). Insert \(A\):
\[
N=\frac{I\,C_0}{g}\,\frac{3\Omega}{4\pi(2\Omega DC_0\tau)^{3/2}} .
\]
The numerator holds one power of \(\Omega C_0\), the denominator three halves. With \(1/\tau=\beta q\),
\[
\boxed{N=\frac{3I}{4\pi\,2^{3/2}g}\left(\frac{\beta q}{D}\right)^{3/2}(\Omega C_0)^{-1/2}}
\]
At fixed \(D,\beta,g\), this is \(N\propto q^{3/2}C_0^{-1/2}\). Slower cooling gives early voids more time to drain the crystal. More vacancies increase the supply as \(C_0\), but each void's uptake as \(C_0^{3/2}\), so fewer voids are needed.

**Q.** Is the power \(3/2\) about nucleation or about growth?

**A.** Growth. Suppose instead that attachment at the surface is slow, with \(dR/dt=\Omega\kappa C_0\) for a constant \(\kappa\). A void then holds \((4\pi/3\Omega)(\Omega\kappa C_0)^3(t-t')^3\) vacancies. The same scaling, with kernel \((s-s')^3\), gives \(N\propto C_0/[g(\kappa C_0\tau)^3]\), hence \(N\propto q^3C_0^{-2}\) at fixed \(\kappa,\beta,g\). The \(3/2\) law is the diffusion-limited case.

**Q.** You expanded in \(1/g\). Do the powers survive when \(g\) is finite?

**A.** They do for a rate proportional to \(e^{t/\tau}C^g\) and growth proportional to \(C\). With \(c=C/C_0\) and \(u=\int c\,ds\), the same choice of time origin gives
\[
1-c=\frac1g\int_{-\infty}^s e^{s'}c(s')^g\,[u(s)-u(s')]^{3/2}ds'.
\]
Only \(g\) appears, so \(I\) becomes a number \(I_g\) and the powers are unchanged. Numerically, \(I_g\) exceeds \(I\) by 2.52 % at \(g=20\), 0.62 % at 80 and 0.15 % at 320, or about \(0.5/g\). Direct integration with constant \(g,\beta,D\) tested the powers of \(q,C_0,D\) and gave 1.5000, −0.5000 and −1.5000.

**Q.** Give me a crystal. I want to see whether \(g\) is large.

**A.** Take rough values for vacancy-type Czochralski silicon: \(C_0=10^{14}\) cm⁻³, \(q=2\) K/min, \(\Omega=0.020\) nm³, \(\gamma=0.85\) J/m², \(E_f=4.0\) eV and \(E_m=0.4\) eV. At 1685 K, \(C_{\rm eq}=7\times10^{14}\) cm⁻³ and \(D=4\times10^{-5}\) cm²/s.

Condition (1) gives \(T_n=1409\) K (1136 °C). There \(S=31.6\), \(\ln S=3.452\) and \(W=46.9\). The critical void has \(n^*=2(46.92)/3.452=27.2\) vacancies and a radius of 0.51 nm. Thus \(g=27.18+1+0.29=28.47\), and \(\beta=0.540\) K⁻¹. Differentiating the explicit sum for \(1/J\) gives the same slopes to the printed digits; the closed rate differs from that sum by −0.06 %.

With \(q=0.0333\) K/s,
\[
\tau=\frac1{0.5398\times0.0333}=55.6\ {\rm s}.
\]
The diffusivity is \(2.331\times10^{-5}\) cm²/s, so \(D\tau=1.296\times10^{-3}\) cm² and \((D\tau)^{-3/2}=2.14\times10^4\) cm⁻³. Also \((\Omega C_0)^{-1/2}=2.24\times10^4\), while the numerical prefactor is \(3(1.135)/[4\pi\,2^{3/2}(28.47)]=3.36\times10^{-3}\). Their product is
\[
N=1.61\times10^6\ {\rm cm^{-3}}.
\]

**Q.** How does that compare with a calculation that does not linearise the rate?

**A.** I integrated the same mean-field model with the explicit nucleation sum, temperature-dependent \(D\) and \(C_{\rm eq}\), and growth driven by \(C-C_{\rm eq}\). It gives \(1.81\times10^6\) cm⁻³; the formula is 10.6 % below it.

Part of the gap can be traced. Finite \(g\) raises \(N\) by about \(0.5/28.5=1.8\) %. Equilibrium vacancies reduce the growth drive by \(1/S=3.2\) %, and since \(N\) varies as the drive to the power \(-3/2\), that adds about 5 %. The remaining 4.5 % or so comes almost wholly from \(\ln J\) not being linear in \(T\) and \(\ln C\); the temperature dependence of \(D\) in the growth law adds only 0.1 %.

**Q.** Does depletion really end nucleation in that fuller model?

**A.** Yes, within the simulated range, which ends about 18.5 K below \(T_n\). At peak rate 3.9 % of the vacancies have gone, close to \(1/g=3.5\) %. When 90 % of the voids have formed, 10.8 % have gone. Without depletion, the rate at this later point would be 3.86 times its undepleted value at the peak temperature; with depletion it is below the peak rate. The middle 80 % of the voids form within 6.4 K, so \(q\) need be steady only over an interval of that order, extended at both ends: the few earliest voids, which each take up the most vacancies, form before it, and the last tenth of the voids form after it.

Most vacancies are collected afterwards. If all end in these voids, \(4\pi R_f^3N/3=\Omega C_0\), giving a final radius \(R_f=64\) nm. At fixed \(D,\beta,g\), \(R_f\propto(C_0/N)^{1/3}\propto(C_0/q)^{1/2}\).

**Q.** You keep saying "at fixed \(D,\beta,g\)". If I change \(C_0\), nucleation moves to another temperature.

**A.** It does, and the measured slope would change. Take the logarithm of (1). Apart from the drift of \(D,\beta,g\), \(A\tau^{5/2}/C_0\propto C_0^{1/2}q^{-5/2}\), so
\[
g\,d\ln C_0-\beta\,dT_n+\tfrac12d\ln C_0-\tfrac52d\ln q=0 .
\]
At fixed \(q\), \(dT_n/d\ln C_0=(g+\tfrac12)/\beta\simeq54\) K. At fixed \(C_0\), \(dT_n/d\ln q=-5/(2\beta)\simeq-4.6\) K, against \(-4.4\) K when (1) is solved with the drift included. The full solution of (1) moves \(T_n\) from 1372 to 1447 K between \(C_0/2\) and \(2C_0\), which is also 54 K per unit of \(\ln C_0\).

Since \(kT_n=0.121\) eV, \(d\ln D/dT=E_m/kT_n^2=0.0023\) K⁻¹. Diffusivity therefore changes the exponent of \(C_0\) by \(-\tfrac32(0.0023)(54)\simeq-0.19\). Solving (1) afresh at each concentration gives an effective exponent of −0.73, and the full simulation −0.72. By subtraction, the changes in \(\beta\) and \(g\) supply the other −0.04 or so.

For \(q\), the formula gives 1.474 and the simulation 1.473. The cooling law is thus robust here, while the inverse square root is a statement at fixed coefficients, not the slope to expect when \(C_0\) alone is varied in this model.

**Q.** And the barrier, which was my first worry?

**A.** It sets mainly the temperature. With the nucleation prefactor a thousand times smaller, the simulated \(N\) changes by a factor of 0.93. Rescaling the rate at each temperature so that the single-vacancy population equals \(C\) lowers \(T_n\) to 1393 K and changes the formula's \(N\) by a factor of 0.87. Changing \(\gamma\) to 0.75 or 0.95 J/m² moves \(T_n\) to 1438 or 1377 K, but the formula gives \(1.61\times10^6\) or \(1.65\times10^6\) cm⁻³. The near constancy reflects opposing changes in \(D\), \(\beta\) and \(g\) for these parameters; it is not a general invariance.

**Q.** Are the voids close enough together to share one vacancy concentration?

**A.** Diffusion over their final spacing takes about \(N^{-2/3}/D=2.9\) s, against \(\tau=56\) s. At peak nucleation the voids are fewer and the time is longer, but still well below \(\tau\), so uniform \(C\) is reasonable. The steady nucleation rate also has time to establish itself: spreading over the critical size range \(1/Z\) takes about \(1/(Z^2f^*)=0.1\) s, where \(f^*\) is the attachment rate at \(n^*\).

Curvature raises the vacancy concentration at a void's surface to \(C_{\rm eq}S^{R^*/R}\). Including this, growth from just above \(R^*\) to 22.8 nm takes \(1.039\tau\) instead of \(\tau\). Most of that delay comes from the flat-surface value \(C_{\rm eq}\), already in the simulation.

**Q.** Then what would spoil the number in a real crystal?

**A.** Real vacancy-type Czochralski silicon has voids of order \(10^6\) cm⁻³ and 100 nm across, as rough figures, so the example lies in the right regime. That is no precise confirmation: at fixed \(T_n,\beta,g\), halving \(D\) alone multiplies \(N\) by \(2^{3/2}=2.8\), and \(C_0\) depends on the growth conditions. Real voids are also faceted, an effect not sized here.

The model's assumption of freely mobile vacancies is broken by oxygen. Suppose trapping and release are fast and the traps immobile. If a fraction \(f\) of all vacancies is free, the growth flux is multiplied by \(f\), and \(N\) by \(f^{-3/2}\) at fixed \(T_n,g,\beta\). Let each of \(C_{\rm O}\) oxygen atoms per volume offer one site, rarely filled, with binding free energy \(E_b\). Free vacancies have \(1/\Omega\) sites per volume, so the trapped-to-free ratio is \(\Omega C_{\rm O}e^{E_b/kT_n}\). For an assumed \(C_{\rm O}=8\times10^{17}\) cm⁻³ and \(E_b=1.0\) eV, this ratio is 0.060 and \(N\) rises by a factor 1.09. At 1.2 eV the ratio is 0.31 and the factor 1.51. Trapping also lowers \(S\) and shifts \(T_n\), which these factors omit; a simulation with the temperature-dependent free fraction gives 1.08 and 1.45, with peak nucleation at 1405 and 1392 K instead of 1408.5 K.

The law loses its basis if traps or other sinks remove the free vacancies before voids do, if surface attachment limits growth, or if \(g\) is so small that the slopes \(g\) and \(\beta\) change much before nucleation is shut off. Within its regime, doubling \(q\) at fixed \(C_0\) raises the example's void density by about \(2^{1.47}=2.8\). The remaining values are in the numerical output below.

## Computed values

```
Universal number I: 1.1350
I, change on doubling the step: 6.3e-08
Partial count at s=-1.5, march / series: 0.193968 / 0.193966
Finite-g change of I at g=20: 2.52 %
Finite-g change of I at g=80: 0.62 %
Finite-g change of I at g=320: 0.15 %
Inputs: C0 1.0e+14 cm^-3, q 2.0 K/min
Inputs: atomic volume 0.020 nm^3, surface energy 0.85 J/m^2
Inputs: Ceq 7.0e+14 cm^-3, D 4.0e-05 cm^2/s at 1685 K
Inputs: formation 4.0 eV, migration 0.4 eV
Nucleation temperature Tn: 1408.9 K = 1135.8 C
Equilibrium vacancies at Tn: 3.167e+12 cm^-3
Supersaturation S: 31.57, lnS: 3.452
Barrier W: 46.92 kT = 5.696 eV
Critical void: 27.18 vacancies, radius 0.506 nm
g formula / explicit sum: 28.471 / 28.471
beta formula / explicit sum: 0.5398 / 0.5398 K^-1
Closed rate minus explicit sum: -0.060 %
Nucleation rate at Tn, no depletion: 2.557e+04 cm^-3 s^-1
Diffusivity at Tn: 2.331e-05 cm^2/s
Time tau: 55.58 s; void radius after tau: 22.77 nm
Void density, derived law: 1.613e+06 cm^-3
Void density, full simulation: 1.805e+06 cm^-3
Law relative to simulation: -10.63 %
Simulation shift, 1500 against 3000 steps: 0.0000 %
Final void radius if all vacancies are collected: 64.2 nm
Frozen-coefficient powers of q, C0, D: 1.5000, -0.5000, -1.5000
Effective power of q, law / simulation: 1.474 / 1.473
Effective power of C0, law / simulation: -0.733 / -0.723
Tn at C0/2 and 2 C0: 1372.3 and 1447.2 K
Temperature of peak nucleation: 1408.5 K
Vacancies consumed at peak: 3.92 %
Vacancies consumed at 90 % of voids: 10.82 %
Window from 10 to 90 % of voids: 6.40 K
Undepleted rate, 90 % point over peak point: 3.86
N ratio for 1000 times smaller rate prefactor: 0.926
Growth time to R(tau), capillarity included: 1.0387 tau
Diffusion-transient correction to growth: -5.6e-05
Nucleation lag estimate: 0.100 s
Time to even out vacancies between voids: 2.89 s
Law at surface energy 0.75 J/m^2: Tn 1438.1 K, N 1.612e+06 cm^-3
Law at surface energy 0.95 J/m^2: Tn 1377.2 K, N 1.648e+06 cm^-3
Assumed oxygen content for trapping estimate: 8.0e+17 cm^-3
Binding 1.0 eV: trapped/free 0.060, N factor at fixed Tn 1.09
Binding 1.2 eV: trapped/free 0.314, N factor at fixed Tn 1.51
```
